# The Keesom Interaction between Two Freely Rotating Permanent Dipoles: a program that tests the result

```python
"""Keesom interaction of two classical, thermally rotating point dipoles.

Result under test, for x = A/(r^3 k T) << 1 with A = mu1 mu2/(4 pi eps0):
    mean energy   U = -2 A^2/(3 k T r^6)
    free energy   w =   -A^2/(3 k T r^6)   (potential of mean force)
mu1, mu2: dipole moments; r: distance; T: temperature; k: Boltzmann constant.
f is the dipole energy divided by A/r^3; Z is the uniform average of exp(-x f).
Reference values come from quadrature over all four orientation angles.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

k = const.k
coulomb = 1 / (4 * np.pi * const.epsilon_0)
mu1, mu2 = 6.0e-30, 4.0e-30       # C m
r0, T0 = 0.60e-9, 400.0           # m, K
A = coulomb * mu1 * mu2
nm = 1e-9
kj_mol = const.N_A / 1000


def angular_factor(u1, u2):
    """Dipole energy over A/r^3, intermolecular axis along z."""
    return np.sum(u1 * u2, axis=-1) - 3 * u1[..., 2] * u2[..., 2]


# Point dipole energy against the Coulomb sum over four charges
rng = np.random.default_rng(7)
length = 1e-3 * r0
worst_charge = 0.0
for _ in range(20):
    u1, u2 = rng.normal(size=(2, 3))
    u1 /= np.linalg.norm(u1)
    u2 /= np.linalg.norm(u2)
    total = 0.0
    for s1 in (1, -1):
        for s2 in (1, -1):
            p1 = s1 * u1 * length / 2
            p2 = np.array([0, 0, r0]) + s2 * u2 * length / 2
            charges = s1 * s2 * (mu1 / length) * (mu2 / length)
            total += coulomb * charges / np.linalg.norm(p2 - p1)
    error = abs(total / (A / r0**3) - angular_factor(u1, u2))
    worst_charge = max(worst_charge, error)
assert worst_charge < 1e-5        # finite charge separation, order (length/r)^2

# Momentum integral of a linear rotor (I = kT = 1) gives the weight sin(theta)
for theta in (0.4, 1.1, 2.3):
    p_theta = quad(lambda p: np.exp(-p**2 / 2), -np.inf, np.inf)[0]
    p_phi = quad(lambda p: np.exp(-p**2 / (2 * np.sin(theta)**2)),
                 -np.inf, np.inf)[0]
    assert abs(p_theta * p_phi / (2 * np.pi) - np.sin(theta)) < 1e-7

# Quadrature grid on the two spheres
nodes, node_weights = np.polynomial.legendre.leggauss(20)
azimuths = 2 * np.pi * np.arange(24) / 24
cosine, phi = np.meshgrid(nodes, azimuths, indexing="ij")
sine = np.sqrt(1 - cosine**2)
sphere = np.stack([sine * np.cos(phi), sine * np.sin(phi), cosine], -1)
sphere = sphere.reshape(-1, 3)
sphere_weight = np.repeat(node_weights / 2, 24) / 24
f = angular_factor(sphere[:, None, :], sphere[None, :, :])
weight = sphere_weight[:, None] * sphere_weight[None, :]


def energies(r):
    return A / r**3 * f


def thermal(r, T):
    """Mean energy, free energy, entropy change and mean radial force."""
    V = energies(r)
    boltz = np.exp(-V / (k * T))
    Z = np.sum(weight * boltz)
    density = boltz / Z
    U = np.sum(weight * density * V)
    w = -k * T * np.log(Z)
    S = -k * np.sum(weight * density * np.log(density))
    h = 1e-4 * r
    slope = (energies(r + h) - energies(r - h)) / (2 * h)
    force = -np.sum(weight * density * slope)
    return U, w, S, force


def keesom_U(r, T):
    return -2 * A**2 / (3 * k * T * r**6)


def keesom_w(r, T):
    return -A**2 / (3 * k * T * r**6)


def coupling(r, T):
    return A / (r**3 * k * T)


# Moments of the angular factor under uniform orientation
moments = [np.sum(weight * f**n) for n in (1, 2, 3, 4)]
for value, expected in zip(moments, (0, 2 / 3, 0, 24 / 25)):
    assert abs(value - expected) < 1e-11
assert abs(f.min() + 2) < 0.05 and f.min() >= -2

# Far-distance limit: prefactors, entropy, force and both exponents
far = 2.0 * nm
U_far, w_far, S_far, F_far = thermal(far, T0)
assert abs(U_far / keesom_U(far, T0) - 1) < 1e-5
assert abs(w_far / keesom_w(far, T0) - 1) < 1e-5
assert abs(S_far / (-k * coupling(far, T0)**2 / 3) - 1) < 1e-4
assert abs(F_far / (-2 * A**2 / (k * T0 * far**7)) - 1) < 1e-5
r_exponent = np.log(thermal(2 * far, T0)[0] / U_far) / np.log(2)
T_exponent = np.log(thermal(far, 2 * T0)[0] / U_far) / np.log(2)
assert abs(r_exponent + 6) < 2e-5 and abs(T_exponent + 1) < 2e-5

# The mean force is the slope of the free energy, not of the mean energy
U, w, S, F = thermal(r0, T0)
h = 1e-4 * r0
plus, minus = thermal(r0 + h, T0), thermal(r0 - h, T0)
force_from_w = -(plus[1] - minus[1]) / (2 * h)
force_from_U = -(plus[0] - minus[0]) / (2 * h)
assert abs(force_from_w / F - 1) < 1e-6
assert abs(3 * U / r0 / F - 1) < 1e-6
assert abs(force_from_U / F - 2) < 0.02   # factor two up to order x^2

# Leading corrections in x^2
r_c = 1.2 * nm
x_c = coupling(r_c, T0)
U_c, w_c = thermal(r_c, T0)[:2]
coef_U = (U_c / keesom_U(r_c, T0) - 1) / x_c**2
coef_w = (w_c / keesom_w(r_c, T0) - 1) / x_c**2
assert abs(coef_U / (-7 / 75) - 1) < 1e-3
assert abs(coef_w / (-7 / 150) - 1) < 1e-3


# One-dimensional form of Z, and the strong-coupling limit
def Z_line(x):
    def integrand(c):
        s = np.sqrt(1 + 3 * c**2)
        return np.sinh(x * s) / (x * s)
    return quad(integrand, 0, 1, epsabs=0, epsrel=1e-11)[0]


for x in (0.2, 1.0, 3.0):
    assert abs(Z_line(x) / np.sum(weight * np.exp(-x * f)) - 1) < 1e-9
x_big, step = 40.0, 0.01
log_slope = (np.log(Z_line(x_big + step))
             - np.log(Z_line(x_big - step))) / (2 * step)
U_big = -x_big * log_slope        # in units of kT
assert abs(U_big - (-2 * x_big + 2)) < 0.05   # remainder of order 1/x

x0 = coupling(r0, T0)
UK, wK = keesom_U(r0, T0), keesom_w(r0, T0)
print(f"dipole moment mu1 = {mu1:.2e} C m")
print(f"dipole moment mu2 = {mu2:.2e} C m")
print(f"distance r = {r0 / nm:.2f} nm, temperature T = {T0:.0f} K")
print(f"Coulomb constant 1/(4 pi eps0) = {coulomb:.5e} N m^2 C^-2")
print(f"Boltzmann constant k = {k:.6e} J/K")
print(f"A = mu1 mu2/(4 pi eps0) = {A:.4e} J m^3")
print(f"A/r^3 = {A / r0**3:.4e} J")
print(f"head-to-tail energy -2A/r^3 = {-2 * A / r0**3:.4e} J")
print(f"kT = {k * T0:.4e} J")
print(f"coupling x = {x0:.4f} (no unit)")
print(f"four-charge test, largest error in f = {worst_charge:.1e}")
for n, value in enumerate(moments, 1):
    print(f"uniform average of f^{n} = {value + 0.0:.6f}")
print(f"Keesom mean energy U = {UK:.4e} J = {UK * kj_mol:.5f} kJ/mol")
print(f"quadrature mean energy U = {U:.4e} J")
print(f"Keesom free energy w = {wK:.4e} J = {wK * kj_mol:.5f} kJ/mol")
print(f"quadrature free energy w = {w:.4e} J")
print(f"quadrature T*(entropy change) = {T0 * S:.4e} J")
print(f"Keesom mean force = {-2 * A**2 / (k * T0 * r0**7):.4e} N")
print(f"quadrature mean force = {F:.4e} N")
print(f"quadrature -dw/dr = {force_from_w:.4e} N")
print(f"quadrature -dU/dr = {force_from_U:.4e} N (not the force)")
print(f"distance exponent of U, 2 to 4 nm, 400 K = {r_exponent:.5f}")
print(f"temperature exponent of U, 400 to 800 K, 2 nm = {T_exponent:.5f}")
print(f"x^2 correction coefficient of U: {coef_U:.5f}, -7/75 = {-7/75:.5f}")
print(f"x^2 correction coefficient of w: {coef_w:.5f}, -7/150 = {-7/150:.5f}")
print("Distance table at 400 K: r/nm, x, U Keesom/J, U quadrature/J, ratio K/q")
for r in np.array([0.3, 0.4, 0.5, 0.6, 0.8, 1.0]) * nm:
    Uq, Uk = thermal(r, T0)[0], keesom_U(r, T0)
    print(f"{r / nm:.1f} {coupling(r, T0):.4f} {Uk:.4e} {Uq:.4e} {Uk / Uq:.4f}")
print("Temperature table at 0.60 nm: T/K, x, U Keesom/J, U quadrature/J")
for T in (200.0, 400.0, 800.0):
    Uq, Uk = thermal(r0, T)[0], keesom_U(r0, T)
    print(f"{T:.0f} {coupling(r0, T):.4f} {Uk:.4e} {Uq:.4e}")
print(f"strong coupling x = {x_big:.0f}: U/kT = {U_big:.3f}, "
      f"limit form -2x+2 = {-2 * x_big + 2:.0f}")
print(f"Keesom formula there: U/kT = {-2 * x_big**2 / 3:.1f}")
print("all assertions hold")
```

Printed output:

```
dipole moment mu1 = 6.00e-30 C m
dipole moment mu2 = 4.00e-30 C m
distance r = 0.60 nm, temperature T = 400 K
Coulomb constant 1/(4 pi eps0) = 8.98755e+09 N m^2 C^-2
Boltzmann constant k = 1.380649e-23 J/K
A = mu1 mu2/(4 pi eps0) = 2.1570e-49 J m^3
A/r^3 = 9.9862e-22 J
head-to-tail energy -2A/r^3 = -1.9972e-21 J
kT = 5.5226e-21 J
coupling x = 0.1808 (no unit)
four-charge test, largest error in f = 7.0e-07
uniform average of f^1 = -0.000000
uniform average of f^2 = 0.666667
uniform average of f^3 = -0.000000
uniform average of f^4 = 0.960000
Keesom mean energy U = -1.2038e-22 J = -0.07250 kJ/mol
quadrature mean energy U = -1.2002e-22 J
Keesom free energy w = -6.0191e-23 J = -0.03625 kJ/mol
quadrature free energy w = -6.0100e-23 J
quadrature T*(entropy change) = -5.9917e-23 J
Keesom mean force = -6.0191e-13 N
quadrature mean force = -6.0008e-13 N
quadrature -dw/dr = -6.0008e-13 N
quadrature -dU/dr = -1.1965e-12 N (not the force)
distance exponent of U, 2 to 4 nm, 400 K = -6.00000
temperature exponent of U, 400 to 800 K, 2 nm = -1.00000
x^2 correction coefficient of U: -0.09333, -7/75 = -0.09333
x^2 correction coefficient of w: -0.04666, -7/150 = -0.04667
Distance table at 400 K: r/nm, x, U Keesom/J, U quadrature/J, ratio K/q
0.3 1.4466 -7.7045e-21 -6.5685e-21 1.1729
0.4 0.6103 -1.3712e-21 -1.3262e-21 1.0339
0.5 0.3125 -3.5946e-22 -3.5623e-22 1.0091
0.6 0.1808 -1.2038e-22 -1.2002e-22 1.0030
0.8 0.0763 -2.1425e-23 -2.1414e-23 1.0005
1.0 0.0391 -5.6166e-24 -5.6158e-24 1.0001
Temperature table at 0.60 nm: T/K, x, U Keesom/J, U quadrature/J
200 0.3616 -2.4076e-22 -2.3789e-22
400 0.1808 -1.2038e-22 -1.2002e-22
800 0.0904 -6.0191e-23 -6.0145e-23
strong coupling x = 40: U/kT = -77.982, limit form -2x+2 = -78
Keesom formula there: U/kT = -1066.7
all assertions hold
```
